Barium Titanate Polarization from Born Charges and the Acoustic Sum Rule

**Problem**

A ferroelectric tunnel junction stores a bit in the sign of the polarization P of a barrier a few nanometres thick. The bulk value of P sets the scale of the bound charge at the electrodes. Estimate it for tetragonal barium titanate from Born charges and atomic displacements along the polar axis z.

Take a cell with a = 4.00 Å and c = 4.04 Å. The charges below are rough, rounded values of the size found in published first-principles calculations for the cubic phase. The displacements are rough room-temperature values, measured from the undisplaced tetragonal cell with Ba held fixed.

- Ba: Z = 2.8, u = 0
- Ti: Z = 7.2, u = 0.05 Å
- O in the Ti–O chain along z: Z = −5.7, u = −0.10 Å
- each of the two side O: Z = −2.1, u = −0.06 Å

(a) Express P through the Born charges, and state when constant charges suffice.

(b) For independent electrons in one dimension, with one doubly filled band, derive the Born charge by perturbation theory. Prove that the charges of a neutral cell sum to zero. Extend the result to a real crystal and give a case where it fails.

(c) The rounded charges do not sum to zero. Show what this does to P, repair it, and evaluate P.

(d) Estimate the errors from varying Born charges, from displacement errors of 0.01 Å, and from warming by 60 K.

(e) Find the depolarizing field and the loss of P in a short-circuited 3 nm barrier with imperfectly screening electrodes.

**Solution**

**(a) Polarization from Born charges**

Let Ω be the cell volume and u_j the displacement of sublattice j, the same in every cell. The Born charge, in units of the positive elementary charge e, is defined at fixed cell and zero macroscopic electric field:

Z_j = (Ω/e) ∂P/∂u_j.

It is a dynamical charge: it counts the ion and also the electronic current that flows while the ion moves. For small changes the definition gives

dP = (e/Ω) Σ_j Z_j du_j.

Scale all displacements together, from λ = 0 (centrosymmetric) to λ = 1 (polar), so that du_j = u_j dλ. Integration gives

P = (e/Ω) Σ_j u_j ∫₀¹ Z_j(λ) dλ.  (1)

P here means the change from the centrosymmetric reference, along a path on which the crystal stays insulating. If the Z_j vary little along the path, they leave the integral:

P ≈ (e/Ω) Σ_j Z_j u_j.  (2)

The polarization of a periodic crystal is defined only modulo a quantum, which along z is ec/Ω = e/a² = 100.1 μC/cm². The continuous path selects the branch, so equation (2) needs no further choice.

**(b) The Born charge and the sum rule**

*The charge.* Use atomic units: ħ, the electron mass and e equal one, and an electron has charge −1. The Hamiltonian is

H = p²/2 + V(x), V(x) = Σ_j v_j(x − x_j),

where v_j is the well of ion j together with its periodic images. Ion j has charge Q_j. For each k the filled state is ψ₀ with energy E₀, and the empty states are ψ_m with energies E_m.

Move ion j slowly. The potential stays periodic, so k is conserved. Differentiating Hψ₀ = E₀ψ₀ in time and projecting on ψ_m gives

(∂V/∂x_j)_m0 ẋ_j + E_m ⟨m|ψ̇₀⟩ = E₀ ⟨m|ψ̇₀⟩,

⟨m|ψ̇₀⟩ = −(∂V/∂x_j)_m0 ẋ_j / (E_m − E₀).

The true state lags slightly behind ψ₀. Write it as a phase factor, turning at the rate E₀, times ψ₀ + Σ_m a_m ψ_m. To first order in the speed, the ψ_m component of the time-dependent Schrödinger equation is

E₀ a_m + i⟨m|ψ̇₀⟩ = E_m a_m,

a_m = i⟨m|ψ̇₀⟩/(E_m − E₀) = −i (∂V/∂x_j)_m0 ẋ_j / (E_m − E₀)².

The mean velocity of the electron is p₀₀ + 2 Re Σ_m p_0m a_m. The first term equals dE₀/dk, and its average over the zone vanishes because E₀ is periodic in k. With ⟨…⟩_k for the zone average, the electron centre X therefore moves as

∂X/∂x_j = −2 ⟨Σ_m Re[i p_0m (∂V/∂x_j)_m0] / (E_m − E₀)²⟩_k.

Two electrons of charge −1 contribute −2 ∂X/∂x_j to the dipole, so

Z_j = Q_j + 4 ⟨Σ_m Re[i p_0m (∂V/∂x_j)_m0] / (E_m − E₀)²⟩_k.  (3)

A band gap is needed: the expansion fails if a denominator closes.

*The sum.* Each well depends on x − x_j alone, so moving all wells forward is the same as moving the observation point back:

Σ_j ∂V/∂x_j = −dV/dx.

Since [p,V] = −i dV/dx, and p commutes with p²/2,

Σ_j ∂V/∂x_j = −i[p,V] = −i[p,H].

Its matrix element is

−i ⟨m|pH − Hp|0⟩ = −i p_m0 (E₀ − E_m) = i p_m0 (E_m − E₀).

Insert this in equation (3). The two factors of i give −1, p_0m p_m0 = |p_0m|², and one denominator cancels:

Σ_j Z_j = Σ_j Q_j − 4 ⟨Σ_m |p_0m|²/(E_m − E₀)⟩_k.  (4)

The remaining sum follows from the band curvature. The periodic part of a Bloch state obeys the Hamiltonian (p + k)²/2 + V. Changing k by δ adds δ(p + k) + δ²/2. Second-order perturbation theory then gives the δ² coefficient of the energy:

E₀″/2 = 1/2 − Σ_m |p_0m|²/(E_m − E₀).

Hence

2 Σ_m |p_0m|²/(E_m − E₀) = 1 − E₀″(k).  (5)

The zone average of E₀″ is the difference of E₀′ between equivalent zone edges, divided by the zone width, and is zero. The electronic term in (4) is therefore −2. With Σ_j Q_j = 2 for a neutral cell,

Σ_j Z_j = 0.  (6)

This is the acoustic sum rule for the charges. A common shift t changes (2) by (e t/Ω) Σ_j Z_j, which is zero.

*A real crystal.* The same conclusion holds in three dimensions with interacting electrons. Let all ions drift slowly at velocity v. The forces between particles depend on relative positions, so the ground state of an insulator drifts along and every charge moves at v. The cell-averaged current is v times the cell's total charge, divided by Ω. Neutrality makes it zero, so P does not change.

*A numerical crystal.* Take Gaussian wells −S_j exp[−(x − x_j)²/2w²]/(w√(2π)), repeated with period L = 6.0 bohr. Let w = 0.7 bohr, S = 5.0 and 2.0 hartree bohr, positions 0 and 3.0 bohr, and Q = 1 for each ion. The gap is 1.15 hartree. Equation (3) gives charges −1.11712 and +1.11712, whose sum is zero to rounding error (about 10⁻¹⁴). At k = 0.2 bohr⁻¹ both sides of (5) equal 0.987706, with the curvature taken from energy differences.

The deep well shows that a Born charge can exceed a static one in size. Even with both electrons assigned to this well, its static charge would be 1 − 2 = −1, while its Born charge is −1.117. From Z = Q − 2 ∂X/∂x_j, the electron centre moves by (1 + 1.117)/2 = 1.06 times the displacement of that well. It moves farther than the well itself, whereas a pair of electrons carried rigidly with the well would move exactly as far.

An independent route to the dipole uses the Berry phase. Let u_k be the periodic part of the filled Bloch state, with a smooth phase and ψ equal at equivalent zone edges. Define

X = (L/2π) ∫ i⟨u_k|∂_k u_k⟩ dk.

Differentiate with respect to x_j, written ∂_j, and integrate by parts in k. The edge terms cancel, leaving

∂_j X = (L/2π) ∫ i(⟨∂_j u|∂_k u⟩ − ⟨∂_k u|∂_j u⟩) dk = −(L/π) ∫ Im⟨∂_j u|∂_k u⟩ dk.

To first order, the components of ∂_j u and ∂_k u on empty state m are −(∂V/∂x_j)_m0/(E_m − E₀) and −p_m0/(E_m − E₀). Components along u itself give a real product and drop out. The integrand becomes Im[p_0m (∂V/∂x_j)_m0]/(E_m − E₀)² with a positive prefactor, and Im z = −Re(iz) returns the expression for ∂X/∂x_j found above. On a mesh of spacing δ, ⟨u_k|u_{k+δ}⟩ ≈ exp(−iδ · i⟨u_k|∂_k u_k⟩), so X = −(L/2π) Im ln of the product of successive overlaps.

Displace the two ions by +0.09 and −0.06 bohr. The path integral of the charges (3) and the Berry phase both give a dipole change of −0.167951 e bohr. Shifting both ions by 0.37 bohr gives no change at the printed precision.

*Failure.* Add a third, uncharged well of the same width, with S = 1.0 hartree bohr, at 0.5 bohr, and hold it fixed while the ions move. The charges of the two mobile ions now sum to 0.26. The sum over all three wells still vanishes by the proof above, so the fixed well carries the missing −0.26. The proof thus needs every potential acting on the electrons to move with the ions; otherwise the sum need not vanish. A film shifted over a fixed substrate does not meet this condition.

**(c) The estimate for barium titanate**

The raw charges sum to

2.8 + 7.2 − 5.7 − 2(2.1) = 0.10.

The cell volume is Ω = 4.00² × 4.04 = 64.64 Å³, and 1 e/Å² = 1602.18 μC/cm². A rigid shift of 1 Å would therefore change P by

0.10 × 1 / 64.64 × 1602.18 = 2.48 μC/cm².

With Ba fixed, the raw charges give 29.30 μC/cm². With Ti fixed, which describes the same crystal, they give 29.17. After a shift of all atoms by 1 Å they give 31.78. The differences are artefacts of rounding.

Let S be the charge sum and N = 5 the number of atoms in the cell. Subtract an equal share from each:

Z′_j = Z_j − S/N.

Then Σ_j Z′_j = S − N(S/N) = 0. With ū = (1/N) Σ_j u_j, the dipole becomes

Σ_j Z′_j u_j = Σ_j Z_j u_j − S ū = Σ_j Z_j (u_j − ū).

The repair is thus the same as using the raw charges with displacements measured from the unweighted mean. A common shift cancels in u_j − ū.

Here S/N = 0.02, and the corrected charges are 2.78 for Ba, 7.18 for Ti, −5.72 for chain O and −2.12 for each side O. The dipole contributions, in e Å, are

Ti: 7.18 × 0.05 = 0.3590
chain O: (−5.72) × (−0.10) = 0.5720
side O: 2 × (−2.12) × (−0.06) = 0.2544

With Ba fixed all three are positive, because positive and negative charges move in opposite directions. They add to 1.1854 e Å, so

P = 1.1854 / 64.64 × 1602.18 = 29.4 μC/cm²,

or 0.00514 e/bohr² in atomic units. The value is now the same with Ba fixed, with Ti fixed and after the 1 Å shift.

The equal sharing of S is a convention. Other non-negative shares replace ū by another weighted mean of the u_j. Two such means differ by at most the full spread of displacements, 0.15 Å. The resulting change in P is at most 0.10 × 0.15/64.64 × 1602.18 = 0.37 μC/cm², which is small beside the errors found in (d).

For contrast, nominal ionic charges +2, +4 and −2 with the same displacements give 15.9 μC/cm². Nearly half of the estimate comes from the excess of the Born charges over the nominal ones. Only the total dipole is fixed; its split among the atoms depends on the reference. The chain O supplies 0.5720/1.1854 = 48 percent with Ba fixed, but 72 percent with Ti fixed and 19 percent with the side O fixed.

**(d) Errors of the bulk estimate**

*Varying charges.* Inversion of the reference crystal maps each sublattice onto itself and reverses all displacements. Hence Z_j(−λ) = Z_j(λ), and the combination z(λ) = Σ_j Z_j(λ) u_j expands as

z(λ) = z(0) + bλ² + terms of order λ⁴.

To this order b = z(1) − z(0), and since the mean of λ² over the path is 1/3,

∫₀¹ z dλ ≈ z(0) + [z(1) − z(0)]/3.  (7)

In the numerical crystal, constant starting charges give a dipole change of −0.167568 e bohr. Rule (7) gives −0.167951, equal to the path integral at the printed precision. The magnitudes of the charges grow there, from 1.117 to 1.125. For barium titanate they fall, so the direction of the correction depends on the material.

Rough charges for the polar phase are 2.8 for Ba, 5.8 for Ti, −4.7 for chain O and −2.0 for each side O. After the same repair they give 24.7 μC/cm² with the same displacements. Equation (7) then yields

P ≈ 29.38 + (24.70 − 29.38)/3 = 27.8 μC/cm².

Constant cubic-phase charges overestimate P by about 1.6 μC/cm² relative to this average. Using the polar-phase charges for the whole path would err the other way, by about 3.1 μC/cm².

*Displacements.* Let the positions of Ti, chain O and the side-O pair relative to Ba have independent errors of 0.01 Å. The two side O atoms are equivalent by symmetry, so they move together with charge −4.24. The error in P is

√(7.18² + 5.72² + 4.24²) × 0.01 / 64.64 × 1602.18 = 2.5 μC/cm².

Structural errors of a hundredth of an ångström thus matter more than the correction of 1.6 μC/cm² for varying charges. Published refinements can differ by more than this: displacements of about 0.09 Å for Ti, −0.10 Å for chain O and −0.04 Å for side O give about 34 μC/cm² with the same charges.

*Temperature.* The displacements refer to room temperature. With a rough pyroelectric coefficient of 0.02 μC/cm² per kelvin, warming by 60 K lowers P by 0.02 × 60 = 1.2 μC/cm². The coefficient grows toward the transition to the cubic phase, so this linear estimate is a low one; published Landau energies of the bulk crystal give a drop of about 2 to 3 μC/cm² over these 60 K. The effect of correlated thermal motion on the mean Born charges is not included.

**(e) The tunnel barrier**

So far the macroscopic field was zero. In a thin barrier the electrodes screen the bound charge at a small distance from the interface. Represent this by a vacuum gap of thickness s at each electrode. Let the film have thickness d, relative permittivity ε_r and field E, positive along P, and let the gap field be E_g.

Short-circuited electrodes require zero total voltage:

E d + 2s E_g = 0, so E_g = −E d/(2s).

There is no free charge at the film surfaces, so the normal displacement field is continuous:

ε₀ E_g = ε₀ ε_r E + P.

Substituting E_g and multiplying by 2s gives

−ε₀ d E = 2s ε₀ ε_r E + 2s P,

E = −2sP / [ε₀(d + 2s ε_r)].  (8)

The minus sign shows that the field opposes P. The part of the dielectric response that belongs to the film is ε₀(ε_r − 1)E, so P falls by

ΔP = ε₀(ε_r − 1)|E|, ΔP/P = 2s(ε_r − 1)/(d + 2s ε_r).  (9)

For d much larger than the crossover thickness 2s ε_r, the loss falls as 1/d and the bulk estimate is recovered. Equation (9) holds ε_r fixed, so it is reliable only in this range, where the loss is small. In thinner films the ferroelectric softens as P falls, and the loss is larger.

Take d = 3.0 nm, s = 0.01 nm and ε_r = 50, the last two being rough values. The crossover thickness is 1.0 nm, and

|E| = 0.02 × 0.2938 C/m² / [ε₀ × (3.0 + 1.0)] = 1.66 × 10⁸ V/m = 1.66 MV/cm.

A discretized Poisson equation for the same three layers gives the same field. From (9),

ΔP/P = 0.02 × 49/4.0 = 24.5 percent,

so the linear law gives ΔP = 7.2 μC/cm². A loss this large is already outside its range.

To see the effect of softening, let P₀ be the bulk value and let P now include the whole response of the film. The simplest double-well energy with the same P₀ and ε_r gives

E = P (P²/P₀² − 1) / [2ε₀(ε_r − 1)].

The electrodes impose E = −2sP/[ε₀(d + 2s)]. Equating the two, for P not zero,

P²/P₀² = 1 − 4s(ε_r − 1)/(d + 2s) = 1 − 0.04 × 49/3.02 = 0.351.

Hence P = 0.59 P₀, a loss of 41 percent instead of 24.5. The field is then 1.30 MV/cm rather than 1.66. The linear value exceeds the largest opposing field this double well can sustain, P₀/[3√3 ε₀(ε_r − 1)] = 1.30 MV/cm. In this model P vanishes below a thickness of about 1.9 nm. At 3 nm it vanishes if ε_r exceeds about 77, a value that bulk barium titanate can reach. The linear figure is therefore a low estimate, and a uniform polar state may not survive in this barrier without help from strain or better screening. The double well describes a continuous transition, whereas that of bulk barium titanate is abrupt. It also assigns all of ε_r − 1 to the soft mode; a fixed background permittivity of 7 changes 0.59, 1.9 nm and 77 to about 0.67, 1.6 nm and 85. The choice ε_r = 50 describes a stiff, clamped or strained film. Published Landau energies of stress-free bulk barium titanate give ε_r near 190 along z and, with the same s, no uniform polar state below roughly 25 nm. The values 0.59 and 1.9 nm therefore illustrate softening and do not predict the behaviour of a real barrier. Even the linear loss exceeds each of the errors estimated in (d).

**Comparison with the real material**

The spontaneous polarization of good bulk crystals at room temperature is roughly 25 μC/cm². The constant-charge value of 29 lies above it, and the path-averaged value of 28 is closer; the difference is comparable with the 2.5 μC/cm² displacement error. Since the inputs are rounded, this agreement supports the size of P and not its second digit. In a tunnel junction with imperfect screening the assumption of zero field fails, and for the barrier above the linear estimate of the loss, about 7 μC/cm², is a low one. The loss depends strongly on s, which varies with the electrode and the interface, and on how far the film softens. Epitaxial strain, domains and interface chemistry also change P and are not sized here. The numerical output lists the inputs and the intermediate values up to the linear loss; the double-well figures follow from the formulas in (e).

Computed values

```
MODEL CRYSTAL (atomic units)
cell length 6.0 bohr, well width 0.7 bohr
well strengths 5.0, 2.0 hartree bohr
ion charges 1.0, 1.0 e; electrons per cell 2
start positions 0.0, 3.0 bohr
displacements 0.09, -0.06 bohr
band gap 1.1513 hartree
Born charges at start -1.11712, 1.11712 e
Born charges at end -1.12478, 1.12478 e
size of charge sum at start 2.4e-14 e
dipole change, path integral -0.167951 e bohr
dipole change, Berry phase -0.167951 e bohr
dipole change, constant start charges -0.167568 e bohr
dipole change, one-third rule -0.167951 e bohr
dipole change, rigid shift 0.37 bohr: 0.0e+00 e bohr
at k = 0.2 /bohr: oscillator sum 0.987706
at same k: 1 - band curvature 0.987706
mobile charge sum with pinned well 0.2606 e
BARIUM TITANATE (rough inputs)
a 4.00, c 4.04 angstrom; volume 64.64 angstrom^3
Ba: raw Z 2.8 e, corrected 2.78 e, u 0.00 angstrom, Z*u 0.0000 e angstrom
Ti: raw Z 7.2 e, corrected 7.18 e, u 0.05 angstrom, Z*u 0.3590 e angstrom
O chain: raw Z -5.7 e, corrected -5.72 e, u -0.10 angstrom, Z*u 0.5720 e angstrom
O side 1: raw Z -2.1 e, corrected -2.12 e, u -0.06 angstrom, Z*u 0.1272 e angstrom
O side 2: raw Z -2.1 e, corrected -2.12 e, u -0.06 angstrom, Z*u 0.1272 e angstrom
raw charge sum 0.10 e
cell dipole, corrected 1.1854 e angstrom
1 e/angstrom^2 = 1602.18 uC/cm2
P raw, Ba fixed 29.30 uC/cm2
P raw, Ti fixed 29.17 uC/cm2
P raw, all shifted by 1 angstrom 31.78 uC/cm2
P corrected, Ba fixed 29.38 uC/cm2
P corrected, Ti fixed 29.38 uC/cm2
P corrected, all shifted by 1 angstrom 29.38 uC/cm2
P corrected in atomic units 0.005135 e/bohr^2
P with nominal ionic charges 15.86 uC/cm2
polarization quantum e/a^2 100.1 uC/cm2
NEGLECTED EFFECTS (rough inputs)
polar-phase Z (Ba, Ti, O chain, O side): 2.8, 5.8, -4.7, -2.0 e
P with polar-phase charges, corrected 24.70 uC/cm2
P with path-averaged charges 27.82 uC/cm2
P error for 0.01 angstrom errors 2.51 uC/cm2
pyroelectric coefficient size 0.02 uC/cm2/K
P loss on warming by 60 K: 1.20 uC/cm2
barrier 3.0 nm, gap per electrode 0.01 nm
relative permittivity 50
depolarizing field, formula -1.659 MV/cm
depolarizing field, Poisson -1.659 MV/cm
linear P loss in barrier 7.20 uC/cm2
loss as share of P 24.5 percent
```
